# Extended Hückel collapse of H2 and the ASED two-body repulsion

## Problem

Two hydrogen nuclei, $a$ and $b$, lie a distance $R$ apart. Each carries one normalized 1s Slater orbital,
$$\phi(r)=\sqrt{\zeta^3/\pi}\;e^{-\zeta r},$$
with a fixed exponent $\zeta$. Hartree atomic units are used, and $\rho=\zeta R$. The extended Hückel method assigns the matrix elements
$$H_{aa}=H_{bb}=h<0,\qquad H_{ab}=K\,S\,h,$$
where $S=\langle\phi_a|\phi_b\rangle$ and $K>1$ is the Wolfsberg-Helmholz constant. Both $h$ and $K$ are independent of $R$. The energy of the molecule is the sum of the energies of its occupied orbitals, each counted once per electron.

**(a)** Show that this energy falls strictly as $R$ shrinks, and find its limit at $R\to0$.

**(b)** For $\zeta=1$, $h=-\tfrac12$ and $K=1.75$, decide whether adding the bare nuclear repulsion $1/R$ gives a molecule that is stable against dissociation.

**(c)** In Anderson's atom superposition and electron delocalization (ASED) theory, the molecular density is divided into two frozen atomic densities and a remainder. Derive the corresponding division of the exact binding energy, and say where the extended Hückel energy enters.

**(d)** Evaluate the two-body repulsion for frozen 1s densities with exponent $\zeta$.

**(e)** Add this repulsion to the extended Hückel energy. Determine how many stationary points the sum has, of what kind, and for which parameters.

**(f)** Find the bond length and well depth for the parameters of (b), and compare them with a full configuration interaction (FCI) calculation.

## Solution

### (a) The collapse

By symmetry the orbitals are the in-phase and out-of-phase combinations of $\phi_a$ and $\phi_b$. Inserting the coefficients $(1,\pm1)$ into the first row of the generalized eigenvalue equation gives $h\pm KSh=\varepsilon_\pm(1\pm S)$, so
$$\varepsilon_\pm=h\,\frac{1\pm KS}{1\pm S}.$$
Subtracting $h$ shows the order of the levels:
$$\varepsilon_+-h=\frac{h(K-1)S}{1+S},\qquad \varepsilon_--h=-\frac{h(K-1)S}{1-S}.$$
Since $h<0$, $K>1$ and $0<S<1$, the first difference is negative and the second positive. Both electrons therefore occupy the in-phase orbital. Relative to two separate atoms, whose energy is $2h$, the molecule has the energy
$$\Delta E_{\rm MO}=2\varepsilon_+-2h=-A\,\frac{S}{1+S},\qquad A=2|h|(K-1)>0. \tag{1}$$
The condition on $K$ matters. For $K<1$ both differences change sign: overlap then raises the in-phase level, and the out-of-phase level becomes the lower one.

The overlap follows in prolate spheroidal coordinates $\xi=(r_a+r_b)/R$ and $\eta=(r_a-r_b)/R$, whose volume element is $(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$. The product of the orbitals is $(\zeta^3/\pi)e^{-\rho\xi}$, and the angle $\varphi$ contributes $2\pi$:
$$S=\frac{\rho^3}{4}\int_1^\infty d\xi\,e^{-\rho\xi}\int_{-1}^{1}d\eta\,(\xi^2-\eta^2)
=\frac{\rho^3}{4}\int_1^\infty d\xi\,e^{-\rho\xi}\left(2\xi^2-\frac23\right).$$
Integration by parts gives $\int_1^\infty\xi^2e^{-\rho\xi}d\xi=e^{-\rho}(1/\rho+2/\rho^2+2/\rho^3)$, and $\int_1^\infty e^{-\rho\xi}d\xi=e^{-\rho}/\rho$. Hence
$$S=\frac{\rho^3e^{-\rho}}{4}\left(\frac{4}{3\rho}+\frac{4}{\rho^2}+\frac{4}{\rho^3}\right)=e^{-\rho}\left(1+\rho+\frac{\rho^2}{3}\right). \tag{2}$$
Its derivative is
$$\frac{dS}{d\rho}=e^{-\rho}\left(1+\frac{2\rho}{3}-1-\rho-\frac{\rho^2}{3}\right)=-\frac{e^{-\rho}\rho(1+\rho)}{3}<0. \tag{3}$$

From (1), $d\Delta E_{\rm MO}/dS=-A/(1+S)^2$. The chain rule, with $d\rho/dR=\zeta$, gives
$$\frac{d\Delta E_{\rm MO}}{dR}=\frac{A\zeta\,e^{-\rho}\rho(1+\rho)}{3(1+S)^2}>0\qquad(R>0). \tag{4}$$
The energy rises with $R$ everywhere, so it falls strictly as $R$ shrinks. At $R\to0$, $S\to1$ and the total tends to
$$2h-\frac A2=2h+h(K-1)=(1+K)h.$$
The collapse has a simple origin. In this model the distance enters through $S$ alone, and more overlap always lowers the occupied level. No term opposes the approach of the nuclei.

### (b) The bare nuclear repulsion

The sum $1/R+\Delta E_{\rm MO}$ lies below the separated atoms only where $R|\Delta E_{\rm MO}|>1$. Because $S/(1+S)<S$,
$$R|\Delta E_{\rm MO}|<A\,R\,S=\frac A\zeta\,\rho S.$$
To find the maximum of $\rho S$, use (2) and (3):
$$\frac{d(\rho S)}{d\rho}=e^{-\rho}\left(1+\rho+\frac{\rho^2}{3}-\frac{\rho^2+\rho^3}{3}\right)=e^{-\rho}\left(1+\rho-\frac{\rho^3}{3}\right).$$
The bracket vanishes where $\rho^3/(1+\rho)=3$. The left side of this condition increases from zero without limit, so there is one positive root, $\rho=2.104$, and it is a maximum. There $\rho S=1.175$.

For the given parameters $A=2\times0.5\times0.75=0.75$, and
$$R|\Delta E_{\rm MO}|<0.75\times1.175=0.881<1.$$
The sum is positive at every finite $R$, so the molecule is not stable against dissociation. The curve has only a shallow metastable minimum near $3.8\,a_0$, about 0.130 hartree above the separated atoms. The conclusion depends on the parameters: for the same $\zeta$ and $h$, the sum does become negative once $K$ exceeds about 2.27. One defect remains for every $K$. Since $\Delta E_{\rm MO}$ decays exponentially, the sum approaches zero from above as $1/R$, a long-range Coulomb repulsion that two neutral atoms do not have. The term $1/R$ treats the atoms as bare charges, although each nucleus is screened by its electron. Parts (c) and (d) build that screening into the repulsion.

### (c) Dividing the exact energy

Let $E(R)$ be the exact Born-Oppenheimer energy and $\Psi$ the normalized real ground state, $H\Psi=E\Psi$. Differentiating $E=\langle\Psi|H|\Psi\rangle$ gives
$$\frac{dE}{dR}=\left\langle\Psi\left|\frac{\partial H}{\partial R}\right|\Psi\right\rangle+2E\left\langle\frac{\partial\Psi}{\partial R}\Big|\Psi\right\rangle .$$
The last term is $E\,d\langle\Psi|\Psi\rangle/dR=0$. This is the Hellmann-Feynman theorem.

Hold nucleus $b$ fixed and move nucleus $a$, at position $\mathbf R_a$, along the bond axis. In $H$ only the repulsion $1/R$ and the attraction of the electrons to $a$ then depend on $R$. With the electron density $n(\mathbf r)$, counted as a positive number density,
$$\frac{dE}{dR}=-\frac1{R^2}-\int n(\mathbf r)\,\frac{\partial}{\partial R}\frac{1}{|\mathbf r-\mathbf R_a|}\,d^3r. \tag{5}$$
The derivative acts on the nuclear position and not on $n$.

Now write $n=n_a+n_b+n_{\rm npf}$. Here $n_a$ and $n_b$ are rigid spherical one-electron clouds centred on their nuclei. The remainder $n_{\rm npf}$, the "non-perfectly-following" density, is whatever is left and contains zero net charge. The three parts act differently on nucleus $a$.

- The cloud $n_a$ exerts no force on $a$, because the field at the centre of a spherical charge distribution vanishes.
- The cloud $n_b$ does not move, since $b$ is fixed. The derivative can therefore be taken outside its integral. Together with $-1/R^2$ it gives $dE_R/dR$, where
$$E_R(R)=\frac1R-\int\frac{n_b(\mathbf r)}{|\mathbf r-\mathbf R_a|}\,d^3r. \tag{6}$$
- The remainder gives a third contribution, which defines $dE_{\rm npf}/dR$.

Both $E_R$ and $E_{\rm npf}$ are set to zero at infinite separation. Integration inward from there yields
$$E(R)-E(\infty)=E_R(R)+E_{\rm npf}(R). \tag{7}$$

This is an identity for the exact density. The quantity $E_R$ is the electrostatic energy of one bare nucleus in the field of the other, neutral atom. It contains one nucleus-nucleus and one nucleus-cloud term, and is not the full electrostatic energy of two overlapping atoms. The counting is right because (7) integrates the force on one nucleus.

The energy $E_{\rm npf}$ requires the exact density at all larger distances. ASED replaces it by an orbital energy:
$$E_{\rm npf}\approx\Delta E_{\rm MO}. \tag{8}$$
Nothing above derives (8). It is a model assumption, motivated by the fact that both quantities describe the effect of electron delocalization and vanish for separate atoms.

The force theorem behind (5) can be checked on a molecule with one electron. For a nearly exact H$_2^+$ wavefunction at $R=1.5\,a_0$, differences of the energy give a slope of $-0.1031$ hartree/$a_0$, and the force from the density gives the same value to four decimals.

### (d) The repulsion of frozen atoms

The cloud is $n_b(r)=(\zeta^3/\pi)e^{-2\zeta r}$, with $r$ measured from $b$. Its potential at distance $R$ has two parts. The charge inside radius $R$ acts as if concentrated at the centre. Each shell outside contributes its charge divided by its own radius.

The charge inside is
$$q(R)=4\zeta^3\int_0^Rr^2e^{-2\zeta r}dr=1-e^{-2\rho}(1+2\rho+2\rho^2),$$
and the outer shells contribute
$$4\zeta^3\int_R^\infty r\,e^{-2\zeta r}dr=4\zeta^3e^{-2\rho}\left(\frac{R}{2\zeta}+\frac1{4\zeta^2}\right)=\zeta e^{-2\rho}(2\rho+1).$$
In $q(R)/R$ the exponential terms are $-e^{-2\rho}(1/R+2\zeta+2\zeta\rho)$. Adding the outer shells cancels $2\zeta\rho$ and leaves one $-\zeta$, so the potential is $1/R-e^{-2\rho}(1/R+\zeta)$. Equation (6) then gives
$$E_R=e^{-2\rho}\left(\zeta+\frac1R\right). \tag{9}$$
Differentiation gives
$$\frac{dE_R}{dR}=-e^{-2\rho}\left(2\zeta^2+\frac{2\zeta}{R}+\frac1{R^2}\right)=-\frac{\zeta^2e^{-2\rho}(2\rho^2+2\rho+1)}{\rho^2}. \tag{10}$$
The same result is $-[1-q(R)]/R^2$: nucleus $a$ is repelled by the part of the charge of $b$ that the cloud has not yet screened. At small $R$, expansion of (9) gives $E_R\to1/R-\zeta$, so the bare repulsion returns when the nuclei are close. At large $R$ the repulsion dies off exponentially, as it should between a charge and a neutral spherical atom whose cloud is held rigid.

### (e) The stationary points of the sum

Let $E_{\rm A}(R)=\Delta E_{\rm MO}+E_R$. Add (4) and (10) and take out the positive magnitude of the repulsive slope:
$$\frac{dE_{\rm A}}{dR}=\frac{\zeta^2e^{-2\rho}(2\rho^2+2\rho+1)}{\rho^2}\left[\frac{g(\rho)}{\Lambda}-1\right], \tag{11}$$
$$g(\rho)=\frac{\rho^3(1+\rho)e^{\rho}}{(1+S)^2(2\rho^2+2\rho+1)},\qquad \Lambda=\frac{3\zeta}{A}. \tag{12}$$
All dependence on the parameters is now in the single number $\Lambda$, because $S$ is a function of $\rho$ alone. Stationary points are the solutions of $g(\rho)=\Lambda$.

To count them, take the logarithmic derivative:
$$\frac{g'}{g}=\frac3\rho+\frac1{1+\rho}+1-\frac{2}{1+S}\frac{dS}{d\rho}-\frac{4\rho+2}{2\rho^2+2\rho+1}.$$
The fourth term is positive, because $S$ decreases. The last term is smaller in magnitude than $2/\rho$, since
$$\rho(4\rho+2)=4\rho^2+2\rho<4\rho^2+4\rho+2=2(2\rho^2+2\rho+1).$$
It is therefore outweighed by $3/\rho$, and $g'>0$ for all $\rho>0$. Moreover $g\to0$ at $\rho\to0$, where it behaves as $\rho^3/4$, and $g\to\infty$ at large $\rho$ through the factor $e^\rho$.

Hence $g$ passes through each positive value $\Lambda$ once. The slope (11) is negative before the crossing and positive after it, so there is exactly one stationary point, and it is a minimum. Beyond it the energy rises strictly toward its limit at infinity, which is zero. The minimum therefore lies below the separated atoms. This holds for every $\zeta>0$, $h<0$ and $K>1$.

The exponents show why some binding always survives. At large $R$ the attraction behaves to leading order as $A\rho^2e^{-\rho}/3$, a form reached slowly, while the repulsion behaves as $\zeta e^{-2\rho}$. The overlap contains one orbital tail, and the density contains its square. However small $A$ may be, the attraction wins at sufficiently large distance. This slow tail is a property of the model, not of real H$_2$. For $\zeta=1$ and $A=0.75$, $\Delta E_{\rm MO}$ exceeds the FCI value of $E_{\rm npf}$ in magnitude by a factor of about 7 at $4\,a_0$ and by more than 100 at $8\,a_0$.

The argument uses the same exponent for orbital and cloud. If the cloud had its own exponent $\zeta'$, the repulsion would decay as $e^{-2\zeta'R}$, and for $2\zeta'<\zeta$ it would outlast the attraction. The proof also uses a constant $K$. If $K$ varies with $R$, then so does $A$, (4) acquires a further term, and the count need not hold. For example, with $K=2.25\,e^{-0.13R/\text{Å}}$, $\zeta=1$ and $h=-\tfrac12$, the main minimum lies near $1.58\,a_0$, and further, very shallow extrema appear near $12\,a_0$, where $K$ passes through 1.

### (f) Numbers for H$_2$

With $\zeta=1$ and $h=-\tfrac12$, orbital, density and diagonal energy are those of the free hydrogen atom. The extended Hückel energy alone falls from $-1$ hartree at infinite separation to $2.75\times(-0.5)=-1.375$ hartree at $R\to0$.

With the repulsion included, $A=0.75$ and $\Lambda=3/0.75=4$. The numerical root of $g(\rho)=4$ is $\rho_e=1.876$. Since $\zeta=1$, the bond length is
$$R_e=1.876\,a_0=0.99\ \text{Å}.$$
The overlap there is $S=0.6204$, and the two energies are
$$\Delta E_{\rm MO}=-0.75\times\frac{0.6204}{1.6204}=-0.2872,\qquad E_R=e^{-2\times1.8756}\left(1+\frac1{1.8756}\right)=0.0360$$
in hartree. The well depth is $0.2872-0.0360=0.251$ hartree, or 6.8 eV.

FCI in the cc-pVTZ basis gives $R_e=1.403\,a_0$ (0.743 Å) and a depth of 0.173 hartree (4.70 eV). These values are not fully converged: the cc-pVQZ basis gives $1.402\,a_0$ and 0.174 hartree (4.73 eV). Relative to the cc-pVTZ values, the model bond is 34% too long and the well 45% too deep (44% against cc-pVQZ). With this constant $K$ and these parameters, the repulsion has restored a bond, but not an accurate one.

Equation (7) helps to locate the fault. Subtracting $E_R$ from the FCI binding energy gives a reference value of $E_{\rm npf}$, within the accuracy of the basis, for comparison with $\Delta E_{\rm MO}$. The reference is taken from energies. In a finite basis the force from the density differs somewhat: at $1.4\,a_0$ in cc-pVTZ it gives a slope of $E_{\rm npf}$ of 0.233 instead of 0.238 hartree/$a_0$. All energies in the table are in hartree.

| $R/a_0$ | $E_R$ | $\Delta E_{\rm MO}$ | $E_{\rm npf}$ (FCI) | $E_{\rm A}$ |
|---|---|---|---|---|
| 0.5 | 1.104 | −0.367 | −0.620 | 0.736 |
| 1.0 | 0.271 | −0.346 | −0.392 | −0.076 |
| 1.4 | 0.104 | −0.322 | −0.277 | −0.218 |
| 2.0 | 0.027 | −0.277 | −0.164 | −0.250 |
| 3.0 | 0.003 | −0.194 | −0.059 | −0.191 |
| 4.0 | 0.000 | −0.119 | −0.016 | −0.119 |

The orbital energy is too weak at the two shortest distances and too strong at the others. At short range it cannot do better: by (1) it never drops below $-A/2=-0.375$ hartree, whereas the reference has already reached $-0.620$ hartree at $0.5\,a_0$. Around the model minimum it is too negative by about 0.1 hartree, which makes the well too deep.

The bond length depends on slopes. At the FCI bond length the repulsion has the slope $-0.238$ hartree/$a_0$. The slope of the reference $E_{\rm npf}$ must be $+0.238$ hartree/$a_0$ there, since the FCI curve is stationary. The slope of $\Delta E_{\rm MO}$ is only $+0.068$ hartree/$a_0$, less than a third of what is needed. The sum is negative, so the model energy still falls as the bond stretches, and by (11) its minimum must lie at a larger distance.

The result is also sensitive to the exponent. With $\zeta=1.3$ and the same $h$ and $K$, $\Lambda=3\times1.3/0.75=5.2$ and $\rho_e=1.983$. The scaled distance is larger, but the bond is shorter:
$$R_e=\frac{1.983}{1.3}=1.525\,a_0=0.81\ \text{Å}.$$
This is 9% longer than the FCI value. The depth, 0.242 hartree (6.6 eV), is still about 40% too large. The better bond length comes at a price in interpretation, because the frozen clouds are then more compact than free hydrogen atoms. The existence of the minimum does not depend on that choice; its position does.

The numerical check checks the integrals, slopes and minima by independent numerical means.

## Computed results

```
inputs: zeta = 1.00 1/a0, h = -0.50 Eh, K = 1.75
amplitude A = 0.7500 Eh
EH energy at infinite R = -1.0000 Eh
EH energy limit at R -> 0 = -1.3750 Eh
EH energy by diagonalization at R = 0.01 a0: -1.37500 Eh
bare 1/R: rho at maximum of rho*S = 2.1038
bare 1/R: maximum of rho*S = 1.1752
bare 1/R: bound on R|dE_MO| = 0.8814 (Eh a0)
bare 1/R: largest R|dE_MO| on grid = 0.5911 (Eh a0)
H2+ at R = 1.5 a0: dE/dR from energies = -0.10310 Eh/a0
H2+ at R = 1.5 a0: dE/dR from density = -0.10306 Eh/a0
table: R in a0, S without unit, energies in Eh
   R      S     dE_MO     E_R      sum   E_npf(FCI)
  0.5  0.9603  -0.3674   1.1036   0.7362   -0.620
  1.0  0.8584  -0.3464   0.2707  -0.0758   -0.392
  1.4  0.7529  -0.3221   0.1042  -0.2179   -0.277
  2.0  0.5865  -0.2772   0.0275  -0.2498   -0.164
  3.0  0.3485  -0.1938   0.0033  -0.1905   -0.059
  4.0  0.1893  -0.1194   0.0004  -0.1189   -0.016
ASED minimum for zeta = 1.00 1/a0:
  Lambda = 4.0000, rho_e = 1.8756, S = 0.6204
  R_e = 1.8756 a0 = 0.9925 angstrom
  dE_MO = -0.2872 Eh, E_R = 0.0360 Eh
  well depth = 0.2512 Eh = 6.834 eV
ASED minimum for zeta = 1.30 1/a0:
  Lambda = 5.2000, rho_e = 1.9828, S = 0.5911
  R_e = 1.5252 a0 = 0.8071 angstrom
  dE_MO = -0.2786 Eh, E_R = 0.0371 Eh
  well depth = 0.2416 Eh = 6.573 eV
FCI/cc-pVTZ: R_e = 1.403 a0 = 0.743 angstrom
FCI/cc-pVTZ: well depth = 0.1727 Eh = 4.700 eV
at FCI R_e, zeta = 1.00: dE_MO slope = 0.0675 Eh/a0
at FCI R_e, zeta = 1.00: E_R slope = -0.2376 Eh/a0
```
